\section*{Why gradient descent feels the cutoff and damped SCF feels the gap}

\section{One rotation angle}

Take one spinless electron, two real orthonormal functions $\phi_1,\phi_2$ and the mean-field energy, in hartree atomic units,
\begin{equation}
E(P)=\mathrm{Tr}\,H^*P+\frac g2\int(\rho_P-\rho^*)^2+\text{const},\qquad g>0 .
\label{eq:E}
\end{equation}
$P$ is the projector on the occupied space and $\rho_P$ its density. The mean-field Hamiltonian is $H(P)=H^*+g(\rho_P-\rho^*)$. $H^*$ has eigenfunctions $\phi_1,\phi_2$ with gap $\nu=\varepsilon_2-\varepsilon_1>0$, and $\rho^*=\phi_1^2$, so occupying $\phi_1$ is self-consistent. Rotate the orbital to $\cos\theta\,\phi_1+\sin\theta\,\phi_2$. The first term becomes $\varepsilon_1+\nu\sin^2\theta$ and the density changes by $\delta\rho=2\theta\phi_1\phi_2+O(\theta^2)$, so
\begin{equation}
E=E^*+(\nu+k)\theta^2+O(\theta^3),\qquad k=2g\int\phi_1^2\phi_2^2 .
\end{equation}
Gradient descent (GD) moves against the element of $H(P)$ between the current occupied and empty orbitals. $H^*$ contributes $\nu\sin\theta\cos\theta$ to it and $g\,\delta\rho$ contributes $k\theta$, so $\theta\to[1-\beta(\nu+k)]\theta$ for step length $\beta$. The self-consistent field (SCF) step diagonalizes $H(P)$, whose off-diagonal element in the fixed basis is $k\theta$; its lower eigenvector sits at the angle $-k\theta/\nu$. Moving a fraction $\beta$ of the way there gives $\theta\to[1-\beta(1+k/\nu)]\theta$.

One angle can be converged in one linearized step by choice of $\beta$. Add a second, uncoupled angle toward a function that lies $E_{\rm cut}\gg\nu,k$ above $\phi_1$ in energy, with its own $k'\ll E_{\rm cut}$. One $\beta$ must now serve both angles, and the ratios of the two restoring factors are
\begin{equation}
\kappa_{\rm GD}=\frac{E_{\rm cut}+k'}{\nu+k},\qquad
\kappa_{\rm SCF}=\frac{1+k/\nu}{1+k'/E_{\rm cut}} .
\end{equation}
The first grows with $E_{\rm cut}$ and tends to a finite limit as $\nu\to0$ if $k>0$. The second saturates with $E_{\rm cut}$ and diverges as $k/\nu$. Coupling between the angles changes the constants, and the behaviour at small gap holds under conditions on $k$.

\section{The two Jacobians}

Let $P^*$ project on the $N$ lowest eigenfunctions of $H^*$ (index $i,j$; empty ones $a,b$), all real, in a finite orthonormal basis, and keep the energy \eqref{eq:E}. Occupations are integer and the analysis is local: first order in the error.

\emph{Geometry.} Put $P=P^*+X+Y$ with $X$ of first and $Y$ of second order. At first order $P^2=P$ reads $P^*X+XP^*=X$; its occupied block gives $2X_{ij}=X_{ij}$ and its empty block $0=X_{ab}$. Hence $X=\sum x_{ai}(|a\rangle\langle i|+|i\rangle\langle a|)$, and the $x_{ai}$ are coordinates on the tangent space. At second order $P^*Y+YP^*+X^2=Y$, so $Y_{ij}=-(X^2)_{ij}$ and $Y_{ab}=(X^2)_{ab}$. Since $H^*$ is diagonal, $\mathrm{Tr}\,H^*X=0$ and
\begin{equation}
\mathrm{Tr}\,H^*Y=\sum_{ai}(\varepsilon_a-\varepsilon_i)x_{ai}^2\equiv x^T\Omega x .
\end{equation}
A term linear in $P$ has acquired curvature because the manifold of projectors is curved. With $\delta\rho=2\sum x_{ai}\phi_a\phi_i$ the second term of \eqref{eq:E} gives $x^TKx$, so
\begin{equation}
E=E^*+x^T(\Omega+K)x+\dots,\qquad K_{ai,bj}=2g\int\phi_a\phi_i\phi_b\phi_j .
\end{equation}
The same matrix gives the change of the Hamiltonian, $\delta H_{ai}=g\int\phi_a\phi_i\,\delta\rho=(Kx)_{ai}$.

\emph{A perturbation formula.} Let $G_0$ be diagonal with eigenvalues $\gamma_i,\gamma_a$, no $\gamma_i$ equal to a $\gamma_a$, and follow the spectral projector of $G_0+W$ that starts at $P^*$. It commutes with $G_0+W$, so $[G_0,\delta P]+[W,P^*]=0$. The $ai$ element is $(\gamma_a-\gamma_i)\delta P_{ai}+W_{ai}=0$, because $P^*|i\rangle=|i\rangle$ and $\langle a|P^*=0$:
\begin{equation}
\delta P_{ai}=-W_{ai}/(\gamma_a-\gamma_i).
\label{eq:pt}
\end{equation}
The retraction $R$, the projector on the $N$ largest eigenvalues of its argument, has $G_0=P^*$ and $\gamma_a-\gamma_i=-1$, so it keeps the tangent part of $W$ unchanged. The aufbau map $\Phi(P)$, the projector on the $N$ lowest eigenvalues of $H(P)$, has $G_0=H^*$ and $W=\delta H$, so $\delta\Phi=-\Omega^{-1}Kx$.

\emph{Gradient descent} is $P\to R(P-\beta\Pi_PH(P))$, with the tangent projection $\Pi_PZ=(1-P)ZP+PZ(1-P)$. The gradient vanishes at $P^*$. Varying $(1-P)HP$ factor by factor gives $-XH^*P^*+(1-P^*)\delta H P^*+(1-P^*)H^*X$, with $ai$ element $-x_{ai}\varepsilon_i+(Kx)_{ai}+\varepsilon_ax_{ai}$. In the variation of $PH(1-P)$ each term has $P^*$ on the left or $1-P^*$ on the right, and its $ai$ element is zero.

\emph{Damped SCF} is $P\to R(P+\beta\Pi_P\Phi(P))$. For a projector $\Pi_PP=0$, so $\Pi_P\Phi=\Pi_P(\Phi-P)$. The bracket vanishes at $P^*$, so the variation of $\Pi_P$ drops out and $-\Omega^{-1}Kx-x$ remains. Thus
\begin{align}
x&\to[1-\beta(\Omega+K)]x &&\text{(GD)},\\
x&\to[1-\beta(1+\Omega^{-1}K)]x &&\text{(SCF)}.
\end{align}
Plain mixing $P+\beta(\Phi-P)$ leaves the manifold. Since $\delta\Phi$ is tangent, the normal part of $\delta P$ is multiplied by $1-\beta$ and receives nothing from the tangent part. The Jacobian is block triangular and gains the eigenvalue $1-\beta$. All three Jacobians and the curvature were tested against finite differences of the nonlinear maps and of $E$.

Since $1+\Omega^{-1}K=\Omega^{-1}(\Omega+K)$, damped SCF is, to first order, gradient descent preconditioned by $\Omega^{-1}$. Conjugating with $\Omega^{1/2}$ turns it into the symmetric matrix $1+\Omega^{-1/2}K\Omega^{-1/2}$. Its eigenvalues $\mu$ are therefore real and are the stationary values of
\begin{equation}
1+\frac{x^TKx}{x^T\Omega x}=\frac{x^T(\Omega+K)x}{x^T\Omega x},
\label{eq:ray}
\end{equation}
while the eigenvalues $\lambda$ of $\Omega+K$ come from the same numerator over $x^Tx$.

\section{From spectrum to step count}

For a positive spectrum in $[s_{\min},s_{\max}]$ an eigenmode is multiplied by $1-\beta s$, which has modulus below one for all modes if and only if $0<\beta<2/s_{\max}$. The worst factor is the larger of $1-\beta s_{\min}$ and $\beta s_{\max}-1$. One falls and the other rises with $\beta$, so the best $\beta$ equates them:
\begin{equation}
\beta=\frac{2}{s_{\min}+s_{\max}},\qquad r=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{s_{\max}}{s_{\min}} .
\end{equation}
For large $\kappa$, $-\ln r=\ln(1+1/\kappa)-\ln(1-1/\kappa)\simeq2/\kappa$, and reducing the error by a factor $F$ takes at most about $(\kappa/2)\ln F$ steps.

Here $\kappa$ is a ratio of eigenvalues. The SCF matrix is not symmetric, and its contraction by $r$ holds in the norm $(x^T\Omega x)^{1/2}$. Passing to $|x|$ costs a prefactor of at most $(\Omega_{\max}/\nu)^{1/2}$, since $\nu|x|^2\le x^T\Omega x\le\Omega_{\max}|x|^2$; this bounds the extra steps by $\frac12\ln(\Omega_{\max}/\nu)/|\ln r|$, a logarithm of the cutoff. The ratio of singular values does not set the rate: in one case below it is $60.57$ where $\kappa=17.115$.

\section{Bounds in cutoff and gap}

\emph{Size of $K$.} With $u_i=\sum_ax_{ai}\phi_a$ one has $x^TKx=2g\int(\sum_i\phi_iu_i)^2\ge0$. The Cauchy--Schwarz inequality at each point gives $(\sum_i\phi_iu_i)^2\le\rho^*\sum_iu_i^2$, and orthonormality gives $\int\sum_iu_i^2=|x|^2$. Therefore
\begin{equation}
0\le K\le M=2g\sup\rho^* .
\end{equation}
$M$ depends on the basis through $\rho^*$ alone and settles once the occupied orbitals have converged. For a kernel with Fourier transform between $0$ and $W_{\max}$ the same steps hold with $g\to W_{\max}$. For $4\pi/q^2$ in a cell of side $L$ this bound grows as $L^2$; that dependence on system size is not treated here.

\emph{Cutoff.} The quotient on the unit vector of the largest transition, together with $\Omega+K\le\Omega_{\max}+M$ and $K\ge0$, gives
\begin{equation}
\Omega_{\max}\le\lambda_{\max}\le\Omega_{\max}+M,\qquad 1\le\mu_{\min}\le1+M/\Omega_{\max}.
\end{equation}
A new basis function of high energy adds $N$ large values of $\lambda$ but $N$ values of $\mu$ near one: SCF solves the one-body problem completely in each step, and a stiff mode responds weakly to $\delta H$. For $N\ge2$ in a complete basis $\mu_{\min}=1$ is attained: $u_i=\phi_jf$, $u_j=-\phi_if$ leaves $\rho$ unchanged, and orthogonality to the occupied space imposes finitely many linear conditions on $f$.

\emph{Gap.} Split $x=(t,y)$, with $t$ the gap mode, $k$ its diagonal element of $K$ and $\Delta$ the second smallest entry of $\Omega$, so that $x^T\Omega x\ge\nu t^2+\Delta|y|^2$. The trial vector $y=0$ gives $\mu_{\max}\ge1+k/\nu$ and $\lambda_{\min}\le\nu+k$. For the other sides, $(x^TKx)^{1/2}$ is a seminorm and obeys the triangle inequality. Upward,
\begin{equation}
x^TKx\le(|t|\sqrt k+|y|\sqrt M)^2\le\Big(\frac k\nu+\frac M\Delta\Big)(\nu t^2+\Delta|y|^2),
\end{equation}
by Cauchy--Schwarz applied to the vectors $(\sqrt{k/\nu},\sqrt{M/\Delta})$ and $(\sqrt\nu|t|,\sqrt\Delta|y|)$. Downward, take $|x|=1$. If $|t|\sqrt k\ge|y|\sqrt M$, then $x^TKx\ge(|t|\sqrt k-|y|\sqrt M)^2$, and $x^T(\Omega+K)x$ is at least the form in $(|t|,|y|)$ with diagonal entries $k$, $M+\Delta$ and off-diagonal entry $-\sqrt{kM}$. Its determinant is $k\Delta$ and its trace $k+M+\Delta$; the smaller eigenvalue is the determinant over the larger one, which is below the trace. Otherwise $k(1-|y|^2)<M|y|^2$, so $|y|^2>k/(k+M)$ and the $\Omega$ term alone exceeds $k\Delta/(k+M)$, a larger number. Also $\lambda_{\min}\ge\nu$ from $K\ge0$. Collecting,
\begin{align}
1+\frac k\nu&\le\mu_{\max}\le1+\frac k\nu+\frac M\Delta,\label{eq:mu}\\
\max\Big(\nu,\frac{k\Delta}{k+M+\Delta}\Big)&\le\lambda_{\min}\le\nu+k .\label{eq:lam}
\end{align}
If $k$ and $\Delta$ stay finite as $\nu\to0$, the softest GD mode keeps a finite curvature, which without the interaction would vanish with $\nu$, whereas SCF divides the interaction by $\nu$ and overshoots. Finite $k$ is necessary for a finite limit of $\lambda_{\min}$, by the upper bound; finite $\Delta$ is a sufficient further condition, and with several closing transitions \eqref{eq:lam} gives no protection.

\section{A model with independent knobs}

Place $N=2$ spinless orbitals on a ring of length $2\pi$ bohr, with basis $1,\cos nx,\sin nx$ for $n\le n_{\max}$ and $E_{\rm cut}=n_{\max}^2/2$. Take $E=\mathrm{Tr}\,hP+\frac g2\int\rho_P^2$, a Hartree term without exchange, and choose $h=H^*-g\rho^*$ with $H^*=-\frac12\partial_x^2+2v\cos2x$. Completing the square gives \eqref{eq:E}, so $P^*$ and $\Omega$ do not depend on $g$. Number the levels $0,1,2,\dots$ At $v=0$, level $0$ is the constant and $\sin x,\cos x$ are degenerate at $\frac12$. From $\int\cos^2x\cos2x=\pi/2=-\int\sin^2x\cos2x$ and the norm $1/\pi$, the potential shifts them by $-v$ and $+v$. So $\sin x$ is occupied, $\nu\simeq2v$, $\Delta\simeq\frac12$, and $k\to2g\int\sin^2x\cos^2x/\pi^2=2g(\pi/4)/\pi^2=g/2\pi$. The eigenvalue equation is Mathieu's with $a=2\varepsilon$, $q=2v$, and $\nu$ and $\Delta$ were tested against its characteristic values. The potential has norm at most $2v$, which moves the highest and lowest levels by at most $2v$ each, so $|\Omega_{\max}-E_{\rm cut}|\le4v$. All bounds were tested over a sweep of $n_{\max}$, $v$ and positive $g$; the values quoted are in the numerical output that follows or are computed from it.

\emph{Base case:} $g=1$ Ha\,bohr, $v=0.05$ Ha, $n_{\max}=8$, with $30$ tangent coordinates and $E_{\rm cut}=32$ Ha ($870.8$ eV). The levels $-0.002497$, $0.449383$, $0.549367$ Ha give $\nu=0.549367-0.449383=0.099984$ Ha ($2.72$ eV) and $\Delta=0.549367+0.002497=0.551864$ Ha. Further, $k=0.159304$ Ha, close to $g/2\pi=0.159155$ Ha, and $M=2\times0.501536=1.00307$ Ha, above the actual $\|K\|=0.9214$ Ha. The bounds place $\lambda_{\max}$ in $[32.003,33.006]$ Ha, $\lambda_{\min}$ in $[0.1000,0.2593]$ Ha and $\mu_{\max}$ in $[2.593,4.411]$. The values are $32.3275$ Ha, $0.23050$ Ha and $2.7936$, with $\mu_{\min}=1.00000$. Hence $\kappa_{\rm GD}=32.3275/0.23050=140.2$ and $\kappa_{\rm SCF}=2.794$. In this case $\nu$ is the stronger lower bound on $\lambda_{\min}$, since $k\Delta/(k+M+\Delta)=0.0513$ Ha.

\begin{center}
\begin{tabular}{cccccc}
$n_{\max}$ & $\nu$ (Ha) & $\kappa_{\rm GD}$ & $\kappa_{\rm SCF}$ & GD steps & SCF steps\\
8 & 0.100 & 140.2 & 2.794 & 1008 & 22\\
16 & 0.100 & 556.7 & 2.794 & 4097 & 22\\
32 & 0.100 & 2222.6 & 2.794 & &\\
8 & 0.010 & 228.6 & 17.115 & 1656 & 135\\
16 & 0.010 & 907.3 & 17.115 & 6525 & 137\\
8 & 0.001 & 243.9 & 160.354 & &\\
\end{tabular}
\end{center}

Steps are those of the nonlinear iteration at the best $\beta$, from a random error of $10^{-3}$ to $10^{-10}$ in the Frobenius norm. Each count is one random start: the GD counts move by about $\pm5\%$ with the start and the SCF counts by a few steps at most, so the ratios of GD counts below are good to about ten percent. Quadrupling $E_{\rm cut}$ multiplies $\kappa_{\rm GD}$ by $556.7/140.2=3.97$ and $2222.6/556.7=3.99$ and the step count by $4097/1008=4.06$, and leaves the SCF at $22$ steps. Closing the gap tenfold at $n_{\max}=8$ multiplies the SCF count by $135/22=6.1$ and the GD count by $1656/1008=1.64$. The next tenfold multiplies $\kappa_{\rm SCF}$ by $9.4$ and $\kappa_{\rm GD}$ by $1.07$. GD is thus bounded in the gap but not blind to it: $\lambda_{\min}$ falls through $0.2305$, $0.1414$, $0.1325$ Ha, with $\lambda_{\min}-\nu=0.1305$, $0.1314$, $0.1315$ Ha, and $\lambda_{\min}$ is nearly constant only once $\nu\ll k$.

In the base case GD has $\beta=2/(0.23050+32.3275)=0.06143$ Ha$^{-1}$ and $r=0.98584$, equal to the observed rate in all five digits. The estimate $(140.2/2)\ln10^7=1130$ exceeds the observed $1008$ because the symmetric Jacobian makes it an upper count, reached when the whole starting error lies in the extreme modes. SCF has $\beta=2/3.7936=0.5272$, $r=0.4728$ and $\ln10^7/|\ln r|=21.5$, against $22$. Its observed rate, $0.4689$, lies below $r$: in the $\Omega$-norm the modes are orthogonal, so the measured rate is an average that includes faster modes and cannot exceed $r$ in the linear regime. The rates of both methods, and the change from convergence to divergence across $\beta=2/s_{\max}$, were tested.

The offsets from the one-angle values follow from eliminating $y$. Let $c$ be the column of $K$ coupling $t$ to $y$. From $(\Omega+K)x=\lambda x$, the $y$ rows give $y=-(\Omega_y+K_{yy}-\lambda)^{-1}c\,t$, and the $t$ row gives $\lambda=\nu+k-c^T(\Omega_y+K_{yy}-\lambda)^{-1}c$. For $\lambda<\Delta$ the inverse is positive, so the other modes screen the gap mode, here by $0.2593-0.2305=0.0288$ Ha. From $Kx=m\Omega x$ with $m=\mu-1$, likewise $y=(m\Omega_y-K_{yy})^{-1}c\,t$ and $m\nu=k+c^T(m\Omega_y-K_{yy})^{-1}c$. For large $m$ drop $K_{yy}$ and set $m\simeq k/\nu$ in the correction:
\begin{equation}
\mu_{\max}\simeq1+\frac k\nu+\frac{c^T\Omega_y^{-1}c}{k}.
\end{equation}
As $v\to0$ the gap density is $\sin2x/2\pi$, and two other transitions contain $\sin2x$. The transition $1\to\sin2x$ has density $\sin2x/\sqrt2\pi$, $\Omega=2$ and $c=2g\,\pi/(2\pi\sqrt2\pi)=g/\sqrt2\pi$. The transition $\sin x\to\cos3x$ has density $(\sin4x-\sin2x)/2\pi$, $\Omega=4$ and $c=-2g\,\pi/4\pi^2=-g/2\pi$. The sum is $g^2/4\pi^2+g^2/16\pi^2=\frac54(g/2\pi)^2$, and the offset is $\frac54\times0.159155=0.199$. The computed one at $\nu=0.001$ Ha is $160.354-160.155=0.199$.

\section{Where the contrast fails}

\emph{Complex orbitals.} With $x_{ai}\to x_{ai}+iy_{ai}$ the extra directions are $iy_{ai}(|a\rangle\langle i|-|i\rangle\langle a|)$, whose density $iy_{ai}(\phi_a\phi_i-\phi_i\phi_a)$ vanishes. For a functional of $\rho$ alone $K$ is zero on them, while the $\Omega$ terms are derived as before. The matrices become $\mathrm{diag}(\Omega+K,\Omega)$ and $\mathrm{diag}(1+\Omega^{-1}K,1)$, as tested by finite differences. Then $\lambda_{\min}=\nu$ and $\kappa_{\rm GD}=\lambda_{\max}/\nu$: $32.3275/0.099984=323$ in the base case, then $3232$ and $32325$ as the gap closes. The base run takes $2304$ steps instead of $1008$. SCF gains eigenvalues equal to one, where its spectrum already begins.

\emph{Weak overlap.} If the frontier orbitals barely overlap, $k=2g\int\phi_a^2\phi_i^2$ is small for this local kernel. For $k\lesssim\nu$ and finite $\Delta$, \eqref{eq:lam} forces $\lambda_{\min}\sim\nu$ while \eqref{eq:mu} keeps $\mu_{\max}$ bounded, and the sensitivities to the gap are exchanged. The condition need not survive the closing of the gap: for two detuned wells the orbitals delocalize once $\nu$ nears the tunnelling splitting, $k$ overtakes $\nu$, and the earlier contrast returns.

\emph{Attraction.} Numerator and sign are common to \eqref{eq:ray} and to the quotient for $\lambda$, so $\mu_{\min}>0$ if and only if $\lambda_{\min}>0$. With $K=gK_1$, $\mu(g)=1+g[\mu(1)-1]$, and the lowest value crosses zero at $g_c=-1/[\mu_{\max}(1)-1]$, which is $-0.55755$ Ha\,bohr for $n_{\max}=4$, $v=0.05$ Ha. At $g=fg_c$ linearity gives $\mu_{\min}=1-f$. The finite-difference Jacobians give $\mu_{\min}=\pm0.05000$ and $\lambda_{\min}=0.00557$, $-0.00563$ Ha at $f=0.95$, $1.05$, and the common sign change was tested. To first order in $1-f$, $\lambda_{\min}=(1-f)\,x^T\Omega x/|x|^2$ on the critical mode, which is why $0.00557/0.05=0.11$ Ha lies near and above $\nu$. Beyond $g_c$, $P^*$ is a saddle, and no $\beta>0$ makes either method converge to it from a generic start.

\section{What to do}

\emph{Diagnose by scaling.} If the largest stable step falls as $1/E_{\rm cut}$, the cause is $\Omega_{\max}$ and the cure is a preconditioner. If it falls in proportion to the gap, as $\beta<2/\mu_{\max}\simeq2\nu/k$ for $\nu\ll k$, the cause is $\Omega^{-1}$. Undamped SCF needs $\mu_{\max}<2$, hence $k<\nu$ at least, which the base case violates.

\emph{Count the inner cost.} $\Phi$ was taken as exact. Obtaining it by unpreconditioned descent at frozen $H$ is the case $K=0$, with $\kappa=\Omega_{\max}/\nu$. The cutoff then returns inside each SCF step, so the step counts in the table do not compare costs.

\emph{Precondition with $\Omega+\sigma$.} A level shift takes the aufbau projector of $H(P)-\sigma P$, $\sigma>0$. In \eqref{eq:pt} the denominators become $\Omega+\sigma$ and $W_{ai}=[(K-\sigma)x]_{ai}$, so
\begin{equation}
\delta\Phi_\sigma-x=-(\Omega+\sigma)^{-1}\left[(K-\sigma)+(\Omega+\sigma)\right]x=-(\Omega+\sigma)^{-1}(\Omega+K)x .
\end{equation}
This is SCF at $\sigma=0$ and GD with step $\beta/\sigma$ for $\sigma\gg\Omega_{\max}$. Its eigenvalues $\eta$ are stationary values of $x^T(\Omega+K)x/x^T(\Omega+\sigma)x$. Upward, $\Omega+K\le\Omega+M\le\max(1,M/\sigma)(\Omega+\sigma)$. Downward, $\Omega+K$ exceeds both $\Omega$ and $\lambda_{\min}$, hence also $\theta\Omega+(1-\theta)\lambda_{\min}$, which equals $\theta(\Omega+\sigma)$ for $\theta=\lambda_{\min}/(\lambda_{\min}+\sigma)$. So
\begin{equation}
\frac{\lambda_{\min}}{\lambda_{\min}+\sigma}\le\eta\le\max(1,M/\sigma),
\end{equation}
free of $E_{\rm cut}$, and free of $\nu$ whenever $\lambda_{\min}$ is. For $\sigma=0.5$ Ha the base-case bounds are $0.23050/0.73050=0.316$ and $2.006$, and the spectrum is $0.3627$ to $1.0881$. The ratios are $3.000$, $4.153$, $4.353$ for the three gaps, the same to these digits at $n_{\max}=8$, $16$ and $32$, and the four runs at the two larger gaps take $20$ to $30$ steps; other random starts, and the smallest gap, reach about $34$. At $\nu=0.1$ Ha this shift brings nothing, $3.000$ against $2.794$; at $\nu=0.01$ Ha it replaces $135$ steps by $30$. The best $\beta$ exceeds one, $2/(0.36269+1.08814)=1.3785$, because the spectrum is centred below one; $\beta=1$ is stable since $\eta_{\max}<2$. The observed rates lie below $r$, by differences that range from $0.601$ against $0.612$ to $0.429$ against $0.500$; for this method an upper bound on the step count was tested, not the rate.

\emph{Stay real where the solution is real.} The GD map sends real symmetric matrices to real symmetric ones, so a real start avoids the soft imaginary directions. On those directions the shift gives $\eta=\nu/(\nu+\sigma)$, by setting $K=0$ on the gap mode, and is worse than plain SCF, for which they have $\mu=1$. The rule is for spinless or spin-restricted orbitals. If two spins share the same real orbitals but may vary separately, the real rotation with opposite sign for the two spins also leaves $\rho$ unchanged, so for a functional of $\rho$ alone $\lambda_{\min}=\nu$ again; an exchange-correlation term can make this curvature negative, as for stretched H$_2$ in the local density approximation.

\section*{Computed results}
\begin{verbatim}
N = 2, ring = 6.28319 bohr, g = 1.0 Ha*bohr, sigma = 0.5 Ha
base case: nmax = 8, v = 0.05 Ha, tangent dimension = 30
Ecut = 32.0 Ha = 870.8 eV
eps_0, eps_1, eps_2 = -0.002497 0.449383 0.549367 Ha
gap nu = 0.099984 Ha = 2.7207 eV, 2v = 0.1000 Ha
Delta = 0.551864 Ha, Om_max = 32.002676 Ha
k = 0.159304 Ha, g/(2 pi) = 0.159155 Ha
sup rho = 0.501536 1/bohr, M = 1.003073 Ha, |K| = 0.921402 Ha
k Delta/(k+M+Delta) = 0.051285 Ha, nu+k = 0.259288 Ha
Om_max+M = 33.005749 Ha, 1+M/Om_max = 1.031343
1+k/nu = 2.593290, 1+k/nu+M/Delta = 4.410898
shift bounds: 0.315539 to 2.006146
nmax=8 v=0.05 Ha: Ecut=32 Ha, nu=0.099984 Ha=2.7207 eV
  GD  lam 0.23050..32.3275 Ha, kappa=140.2
  SCF mu 1.00000..2.7936, kappa=2.794, 1+k/nu=2.593
  shift eta 0.36269..1.08814, kappa=3.000
nmax=16 v=0.05 Ha: Ecut=128 Ha, nu=0.099984 Ha=2.7207 eV
  GD  lam 0.23050..128.3242 Ha, kappa=556.7
  SCF mu 1.00000..2.7936, kappa=2.794, 1+k/nu=2.593
  shift eta 0.36269..1.08814, kappa=3.000
nmax=32 v=0.05 Ha: Ecut=512 Ha, nu=0.099984 Ha=2.7207 eV
  GD  lam 0.23050..512.3225 Ha, kappa=2222.6
  SCF mu 1.00000..2.7936, kappa=2.794, 1+k/nu=2.593
  shift eta 0.36269..1.08814, kappa=3.000
nmax=8 v=0.005 Ha: Ecut=32 Ha, nu=0.010000 Ha=0.2721 eV
  GD  lam 0.14143..32.3247 Ha, kappa=228.6
  SCF mu 1.00000..17.1148, kappa=17.115, 1+k/nu=16.916
  shift eta 0.26152..1.08605, kappa=4.153
nmax=16 v=0.005 Ha: Ecut=128 Ha, nu=0.010000 Ha=0.2721 eV
  GD  lam 0.14143..128.3215 Ha, kappa=907.3
  SCF mu 1.00000..17.1148, kappa=17.115, 1+k/nu=16.916
  shift eta 0.26152..1.08605, kappa=4.153
nmax=8 v=0.0005 Ha: Ecut=32 Ha, nu=0.001000 Ha=0.0272 eV
  GD  lam 0.13253..32.3246 Ha, kappa=243.9
  SCF mu 1.00000..160.3539, kappa=160.354, 1+k/nu=160.155
  shift eta 0.24943..1.08586, kappa=4.353
runs: error 1e-3 to 1e-10; beta in 1/Ha for GD, else dimensionless
nmax=8 v=0.05 GD: beta=0.06143 r=0.98584 r_obs=0.98584 steps=1008
nmax=8 v=0.05 SCF: beta=0.52720 r=0.47280 r_obs=0.46887 steps=22
nmax=8 v=0.05 shift: beta=1.37852 r=0.50002 r_obs=0.48105 steps=22
nmax=16 v=0.05 GD: beta=0.01556 r=0.99641 r_obs=0.99641 steps=4097
nmax=16 v=0.05 SCF: beta=0.52720 r=0.47280 r_obs=0.47110 steps=22
nmax=16 v=0.05 shift: beta=1.37852 r=0.50002 r_obs=0.42896 steps=20
nmax=8 v=0.005 GD: beta=0.06160 r=0.99129 r_obs=0.99129 steps=1656
nmax=8 v=0.005 SCF: beta=0.11041 r=0.88959 r_obs=0.88828 steps=135
nmax=8 v=0.005 shift: beta=1.48415 r=0.61187 r_obs=0.60112 steps=30
nmax=16 v=0.005 GD: beta=0.01557 r=0.99780 r_obs=0.99780 steps=6525
nmax=16 v=0.005 SCF: beta=0.11041 r=0.88959 r_obs=0.88919 steps=137
nmax=16 v=0.005 shift: beta=1.48415 r=0.61187 r_obs=0.55859 steps=28
complex GD, base: beta=0.06168 1/Ha r=0.99383 r_obs=0.99383 steps=2304
complex GD kappa, nmax=8, v=0.05, 0.005, 0.0005 Ha: 323, 3232, 32325
singular-value ratio of 1+Om^-1 K, nmax=8, v=0.005 Ha: 60.57
g_c (nmax=4, v=0.05 Ha) = -0.55755 Ha*bohr
g=0.95 g_c: lam_min=0.00557 Ha, mu_min=0.05000
g=1.05 g_c: lam_min=-0.00563 Ha, mu_min=-0.05000
\end{verbatim}
